# How much oxide thickness does a silicon inversion-charge centroid add?

**Question.** A metal gate, an oxide and p-type silicon form a capacitor biased into strong inversion. The electrons drawn to the silicon surface do not lie in the interface plane: their wave functions vanish or nearly vanish there, and the charge is spread over a shallow layer. Suppose its centroid lies one nanometre below the oxide. How much does this add to the equivalent oxide thickness found from the capacitance, and how does the addition scale with the centroid, the materials, the oxide thickness and the inversion density?

**Answer.** The estimate needs one result from electrostatics, the voltage produced by a spread-out charge, and one decision about which centroid a capacitance measures.

### The voltage across the silicon

Let $x$ be the depth measured from the oxide interface into the silicon. The problem is one-dimensional, the interface is sharp, and each material has its bulk permittivity right up to the interface. In inversion the net silicon charge is negative, so it is convenient to work with its magnitude per volume,

$$\rho(x)=q\,[\,n(x)+N_A-p(x)\,],$$

where $q>0$ is the elementary charge, $n$ and $p$ are the electron and hole densities, and $N_A$ is the density of ionized acceptors. The potential $\psi(x)$ is measured from the neutral bulk, where $\psi$ and the field both vanish. The true charge density is $-\rho$, so Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{\rho}{\varepsilon_s}.$$

With the field $F=-d\psi/dx$, positive when it points into the silicon, this becomes $dF/dx=-\rho/\varepsilon_s$. Integrating from $x$ to the bulk, where $F=0$, gives

$$F(x)=\frac{1}{\varepsilon_s}\int_x^\infty \rho(x')\,dx'.$$

The field at a given depth is set by the charge lying deeper. The surface potential $\psi_s=\psi(0)$ is the integral of this field:

$$\psi_s=\int_0^\infty F\,dx=\frac{1}{\varepsilon_s}\int_0^\infty dx\int_x^\infty dx'\,\rho(x').$$

The integration region is $0<x<x'$. Doing the $x$ integral first, at fixed $x'$, gives a factor $x'$, so

$$\psi_s=\frac{1}{\varepsilon_s}\int_0^\infty x'\rho(x')\,dx'.$$

The drop depends on the first moment of the charge and on no other feature of its shape. A uniform slab of total charge $Q$ and thickness $2\bar x$ shows this directly. The charge beyond depth $x$ is $Q(1-x/2\bar x)$, whose integral from $0$ to $2\bar x$ is $Q(2\bar x-\bar x)=Q\bar x$. This is the result for a thin sheet at depth $\bar x$.

### From voltage to capacitance

Let $Q=\int_0^\infty\rho\,dx$ be the magnitude of the total silicon charge per area. The displacement in the oxide equals $Q$, apart from a constant if there is fixed interface charge, so the oxide drop is $Qt_{ox}/\varepsilon_{ox}$ plus a constant. The gate voltage is the difference between the Fermi levels of gate and substrate. In an ideal metal gate and in the neutral bulk, the Fermi level has a fixed position relative to the local electrostatic potential. Hence

$$V_G=\text{constant}+\frac{Qt_{ox}}{\varepsilon_{ox}}+\psi_s .$$

A capacitance measurement changes $V_G$ slightly and records the change in charge. Let $\delta\rho$ be the change in the silicon charge density. Then

$$\delta Q=\int_0^\infty\delta\rho\,dx,\qquad \delta\psi_s=\frac{1}{\varepsilon_s}\int_0^\infty x\,\delta\rho\,dx .$$

Define the centroid of the added charge as

$$x_{ac}=\frac{\int_0^\infty x\,\delta\rho\,dx}{\int_0^\infty\delta\rho\,dx}.$$

Then $\delta\psi_s=x_{ac}\,\delta Q/\varepsilon_s$, and division of $\delta V_G$ by $\delta Q$ gives

$$\frac1C=\frac{\delta V_G}{\delta Q}=\frac{t_{ox}}{\varepsilon_{ox}}+\frac{x_{ac}}{\varepsilon_s}.$$

The silicon acts as a capacitor $\varepsilon_s/x_{ac}$ in series with the oxide. Here equivalent oxide thickness (EOT) means the thickness of silicon dioxide that would have the measured capacitance, so the silicon contribution is included. It is $\varepsilon_{ox}/C$:

$$\frac{\varepsilon_{ox}}{C}=t_{ox}+\Delta t,\qquad \Delta t=\frac{\varepsilon_{ox}}{\varepsilon_s}\,x_{ac}.$$

No separate term for the finite density of states should be added to this $1/C$. The density of states influences how the charge is distributed, and that influence is already contained in $\delta\rho$, provided all the silicon charge is counted.

### The size of the effect

Take relative permittivities of 3.9 for the oxide and 11.7 for silicon, and let the added charge have its centroid at 1 nm. Then

$$\Delta t=\frac{3.9}{11.7}\times1\ \text{nm}=0.333\ \text{nm},$$

or 6.30 bohr. One nanometre of silicon counts as one third of a nanometre of oxide because silicon, with three times the permittivity, needs one third of the field to carry the same displacement.

For a 1 nm oxide the total is 1.333 nm. The oxide alone has a capacitance of 3.453 µF/cm² and the silicon layer 10.359 µF/cm². In series they give

$$C=\frac{3.453\times10.359}{3.453+10.359}\ \text{µF/cm}^2=2.590\ \text{µF/cm}^2,$$

which is 75% of the oxide value. The layer therefore costs a quarter of the capacitance that the oxide alone would have.

The moment rule was tested by integrating Poisson's equation twice for a slab, an exponential and a Fang–Howard profile, $\rho\propto x^2e^{-bx}$, all with a 1 nm centroid. The three added thicknesses agree with 0.3333 nm to about $10^{-4}$ nm.

### Scaling with the stack

At fixed $x_{ac}$ the addition is independent of the oxide thickness, but its relative importance is not. The fraction of the oxide capacitance that is lost is

$$1-\frac{C}{C_{ox}}=1-\frac{t_{ox}}{t_{ox}+\Delta t}=\frac{\Delta t}{t_{ox}+\Delta t}.$$

For $t_{ox}\gg\Delta t$ this is close to $\Delta t/t_{ox}$. With $\Delta t=0.333$ nm, a 10 nm oxide loses about 3%, a 3 nm oxide 10%, and a 1 nm oxide 25%. If the oxide could be made arbitrarily thin at fixed $x_{ac}$, the capacitance would approach $\varepsilon_s/x_{ac}$ instead of growing without limit.

Replacing the oxide by a dielectric of higher permittivity $\varepsilon_d$ and thickness $t_d$ changes the first term of $1/C$ to $t_d/\varepsilon_d$. Its contribution to the equivalent thickness is $\varepsilon_{ox}t_d/\varepsilon_d$, while the silicon term keeps its form. A better dielectric therefore does not remove the silicon contribution.

### Which centroid is one nanometre deep?

The phrase "inversion-charge centroid" may refer to the electrons already present. For an inversion density $N$ per area, this static centroid is

$$x_{dc}=\frac1N\int_0^\infty x\,n(x)\,dx .$$

It gives the part of the surface potential due to the inversion electrons, $qNx_{dc}/\varepsilon_s$. At $N=10^{13}$ cm⁻² and $x_{dc}=1$ nm this is 0.155 V. The same electrons produce an oxide field three times as large as their field at the silicon surface, $3\times0.1547=0.464$ V/nm, and 0.333 nm of oxide at that field also drops 0.155 V. As a statement about static voltage, the one-third rule thus applies to $x_{dc}$.

Capacitance asks instead for the change in the moment when $N$ changes. The inversion part of the added charge has the centroid

$$x_{inv}=\frac{d(Nx_{dc})}{dN}=x_{dc}+N\frac{dx_{dc}}{dN}.$$

If the layer keeps its shape and position as electrons are added, the derivative vanishes and the two centroids coincide. If the layer is pulled towards the oxide as $N$ grows, $x_{inv}<x_{dc}$: besides adding new electrons, the voltage change moves the old ones closer to the interface.

### Scaling with inversion density

A simple estimate shows how strong this squeezing can be. Put all electrons in one subband, described in mean field by a wave function of fixed shape whose length scale is free. Let $m$ be the mass normal to the interface, and let the depletion charge, $N_{dep}$ per area, supply a uniform field over the thin layer. The energy per electron then has the form

$$E(x_{dc})=\frac{a\hbar^2}{m\,x_{dc}^2}+\frac{q^2}{\varepsilon_s}\,(N_{dep}+cN)\,x_{dc},$$

where $a$ and $c$ are positive numbers fixed by the shape. The first term is the kinetic cost of confinement. The second contains the depletion field and the mutual repulsion of the electrons in the presence of the gate charge; both are proportional to the length scale in this one-dimensional electrostatics. At the minimum,

$$0=-\frac{2a\hbar^2}{m\,x_{dc}^3}+\frac{q^2}{\varepsilon_s}(N_{dep}+cN),$$

so that

$$x_{dc}=\left[\frac{2a\hbar^2\varepsilon_s}{m q^2(N_{dep}+cN)}\right]^{1/3}.$$

Taking the logarithm and differentiating at fixed $N_{dep}$ gives

$$\frac{d\ln x_{dc}}{d\ln N}=-\frac13\,\frac{cN}{N_{dep}+cN},$$

and therefore

$$x_{inv}=x_{dc}\left[1-\frac13\,\frac{cN}{N_{dep}+cN}\right].$$

When the depletion field dominates, $x_{inv}$ approaches $x_{dc}$. When the inversion charge dominates, $x_{dc}\propto N^{-1/3}$ and $x_{inv}$ approaches $\tfrac23x_{dc}$. In that second limit a static centroid of 1 nm gives an inversion part $(\varepsilon_{ox}/\varepsilon_s)x_{inv}$ of about 0.22 nm. This is not the whole addition. Filling a single subband raises the Fermi level above the subband edge by $\delta N/D$, where $D$ is the two-dimensional density of states, and this part of $\delta\psi_s$ is carried by the depletion response treated below. It corresponds to a depth of order $\varepsilon_s/(q^2D)$, which is 0.41 nm for two valleys of in-plane mass 0.190. Within the one-subband model the depletion term therefore cannot be dropped, even at low doping.

The same formula gives the material scaling of this one-subband model. At fixed densities and shape, $x_{dc}\propto(\varepsilon_s/m)^{1/3}$. Division by $\varepsilon_s$ then makes the inversion part of the added thickness, $(\varepsilon_{ox}/\varepsilon_s)x_{inv}$, vary as $\varepsilon_s^{-2/3}m^{-1/3}$. The full addition also contains the depletion term, of order $\varepsilon_{ox}/(q^2D)$ in this model. That term is set mainly by the in-plane mass, so the total falls more slowly with $\varepsilon_s$ and $m$ than this law. A higher permittivity helps less than the bare factor $1/\varepsilon_s$ suggests, because it also weakens the confining field and lets the layer spread.

### The depletion charge has a long lever arm

The added charge also includes a small change at the edge of the depletion region. Let $s$ be the share of $\delta Q$ found there and $x_{dep}$ its centroid. Splitting the first moment of $\delta\rho$ into two parts gives

$$x_{ac}=(1-s)\,x_{inv}+s\,x_{dep}.$$

The depletion edge lies tens of nanometres deep at the doping considered below, so a share of a few tenths of a percent can shift $x_{ac}$ by a tenth of a nanometre. The depletion response can be neglected when $s\,x_{dep}\ll x_{inv}$; a small $s$ alone is not enough.

### Is one nanometre a reasonable depth?

A self-consistent Schrödinger–Poisson calculation gives the scale for (100) silicon at 300 K with $10^{18}$ acceptors per cm³. It has two ladders of subbands. One has two valleys, normal mass 0.916 and in-plane density-of-states mass 0.190; the other has four valleys and masses 0.190 and 0.417, all in electron masses. The conduction-band edge in the bulk is placed 1.04 eV above the Fermi level. These are model inputs. The oxide is an infinite barrier, and the electrons interact through the mean electrostatic potential alone, without exchange or correlation.

| $N$ (10¹³ cm⁻²) | $x_{dc}$ (nm) | $x_{inv}$ (nm) | $x_{ac}$ (nm) | $\Delta t$ (nm) |
|---|---|---|---|---|
| 0.5 | 1.38 | 1.23 | 1.41 | 0.47 |
| 1.0 | 1.26 | 1.08 | 1.16 | 0.39 |
| 1.5 | 1.19 | 1.01 | 1.04 | 0.35 |

A centroid of about 1 nm for the added charge is thus reasonable at the upper end of this range. There the inversion and depletion charges together put about 0.87 V/nm (8.7 MV/cm) across silicon dioxide, not far below its breakdown field of roughly 10 MV/cm, and a 1 nm oxide also leaks by direct tunnelling, which this model leaves out. At the lowest density the addition is closer to half a nanometre than to a third.

The last column was obtained from the change of surface field with gate voltage, without using a centroid. A test confirmed that it agrees with $(\varepsilon_{ox}/\varepsilon_s)x_{ac}$, computed from the charge profiles, to within $5\times10^{-4}$ nm. This checks the electrostatic relation inside the model; it does not measure the model's error for real silicon.

At $N=10^{13}$ cm⁻² the depletion share is 0.196% and its part of the total centroid is 0.075 nm. The lever arm is therefore $0.075/0.00196\approx38$ nm. The sum is

$$x_{ac}=(1-0.00196)\times1.083\ \text{nm}+0.075\ \text{nm}\approx1.16\ \text{nm},$$

and one third of it is 0.39 nm.

The ratio $x_{inv}/x_{dc}$ is 0.89, 0.86 and 0.85 at the three densities. The squeezing is real but well short of the factor $\tfrac23$. The one-subband formula allows this, since the depletion field weakens the dependence on $N$. The calculation also contains thermally occupied higher subbands, and their separate influence was not isolated.

### How good is the rule with the static centroid?

Using $x_{dc}$ in place of $x_{ac}$ gives 0.460, 0.421 and 0.397 nm at the three densities. The capacitance of the same model gives 0.471, 0.385 and 0.347 nm. Relative to these values, the static estimate is 2% low at the lowest density, 9% high at the middle one and 14% high at the highest.

The change of sign follows from two opposing corrections. At $5\times10^{12}$ cm⁻², going from the static to the incremental inversion centroid lowers the depth by $1.381-1.227=0.154$ nm, while the depletion part raises it by 0.193 nm. The factor $1-s$ removes a further 0.006 nm, leaving a net rise of 0.033 nm. At $1.5\times10^{13}$ cm⁻² the squeezing lowers the depth by 0.182 nm and the depletion part restores just 0.034 nm. The close agreement at the lowest density is thus a cancellation, not evidence that both corrections are small.

### Where the estimate fails

The estimate of one third of a nanometre assumes that the number of electrons follows the measuring signal; the series formula itself holds for any added charge $\delta\rho$. If the signal is too fast for the inversion charge to change, and no source or drain contact supplies electrons, the response moves to the depletion edge. With a depth of about 38 nm, as in the model above, the silicon term becomes roughly 12 to 13 nm of equivalent oxide. The electrons already present, though fixed in number, are squeezed slightly by the changing depletion field, which puts the value a little below $38/3$ nm. This is mainly the response of a depletion layer and is not a measure of the inversion centroid.

Interface traps that follow the signal act in the opposite direction. Their charge sits at $x=0$, so it enters $\delta Q$ but adds nothing to the first moment. If they take a fraction $f$ of the added charge and the rest has centroid $x_{ac}$, the effective centroid is $(1-f)x_{ac}$. The apparent silicon contribution shrinks although the electrons have not moved closer.

A measurement that records the current into the channel alone, with the substrate held at fixed potential, gives $C_{gc}=(1-s)C$, because the depletion share flows through the substrate contact. For the model at $10^{13}$ cm⁻² this changes the capacitance by 0.2%. The voltage still contains the depletion moment, so separating the currents does not remove its larger effect on $x_{ac}$.

A semiconductor gate may be depleted on its own side of the oxide. The same integration then yields another series term, $(\varepsilon_{ox}/\varepsilon_g)x_g$, where $\varepsilon_g$ is the gate permittivity and $x_g$ is the distance of the added gate charge from the oxide. If this term is overlooked, it will be assigned to the oxide or to the inversion layer.

Finally, real electrons penetrate slightly into the oxide. Charge at a distance $d$ inside it shortens the oxide path by $d$ and so contributes $-d$ to the equivalent thickness, weighted by its share of the added charge. Per nanometre this is three times the weight of charge in the silicon, but the share and the distance are so small that this term is negligible. The larger effect of a finite barrier is that the whole layer is drawn towards the interface; for a barrier of 3.1 eV and an oxide mass of 0.5 this lowers the additions at $1.0$ and $1.5\times10^{13}$ cm⁻² by about 0.05 nm. The sharp interface and the bulk permittivity are also approximations in a layer only about a nanometre deep: at fixed centroid, a silicon permittivity 10% lower would raise the addition by 11%. The value of one third of a nanometre is therefore a sound estimate for a 1 nm incremental centroid, but subtracting it from a measured thickness does not by itself fix the oxide thickness to a hundredth of a nanometre. The full set of computed values is given in the numerical output.

## Computed values

```
relative permittivity, oxide: 3.9
relative permittivity, silicon: 11.7
oxide thickness: 1.0 nm
chosen incremental centroid: 1.0 nm
added EOT: 0.3333 nm = 6.299 bohr
total EOT: 1.3333 nm
oxide capacitance: 3.453 microF/cm^2
silicon capacitance: 10.359 microF/cm^2
series capacitance: 2.590 microF/cm^2
series/oxide capacitance ratio: 0.7500
static drop at N=1e13 cm^-2, x_dc=1 nm: 0.1547 V
added EOT by integration, slab: 0.3334 nm
added EOT by integration, exponential: 0.3333 nm
added EOT by integration, Fang-Howard: 0.3333 nm
model temperature: 300 K
acceptor density: 1.0e+18 cm^-3
bulk conduction edge minus Fermi level: 1.04 eV
ladder: 2 valleys, normal mass 0.916, plane mass 0.190 electron masses
ladder: 4 valleys, normal mass 0.190, plane mass 0.417 electron masses
triangular well, field 0.1 V/nm: numerical 0.17450 eV, Airy 0.17453 eV
inversion density: 5.00e+12 cm^-2
  surface potential: 1.2506 V
  static inversion centroid: 1.381 nm
  incremental inversion centroid: 1.227 nm
  depletion share of added charge: 0.508 percent
  depletion part of total centroid: 0.193 nm
  total incremental centroid: 1.414 nm
  added EOT from capacitance: 0.471 nm
  one-third rule on static centroid: 0.460 nm
inversion density: 1.00e+13 cm^-2
  surface potential: 1.3484 V
  static inversion centroid: 1.264 nm
  incremental inversion centroid: 1.083 nm
  depletion share of added charge: 0.196 percent
  depletion part of total centroid: 0.075 nm
  total incremental centroid: 1.155 nm
  added EOT from capacitance: 0.385 nm
  one-third rule on static centroid: 0.421 nm
inversion density: 1.50e+13 cm^-2
  surface potential: 1.4330 V
  static inversion centroid: 1.190 nm
  incremental inversion centroid: 1.008 nm
  depletion share of added charge: 0.090 percent
  depletion part of total centroid: 0.034 nm
  total incremental centroid: 1.042 nm
  added EOT from capacitance: 0.347 nm
  one-third rule on static centroid: 0.397 nm
```
